Stabilized Fourier stepping and stripe-period selection for the Ohta-Kawasaki diblock model

**What goes wrong**

A simulation of lamellar block copolymers can run smoothly and still return the wrong period. Ten stripes placed in a periodic box that suits eight stay ten: the free energy falls, the run becomes stationary, and the answer is 20% short. A second fault lies in the time step. If the gradient and nonlocal terms are implicit and the force from the double well is explicit, a large step can raise the free energy. A third is a wrong mean in the nonlocal term, which slowly changes the composition of the melt.

The cures are a stabilizing term of known size, a consistent zero mode, and a separate minimization over the period.

**Model and units**

Let φ be the local A fraction minus the B fraction in an incompressible, symmetric AB diblock melt, and let m be its mean. Angle brackets denote a volume average and boundaries are periodic. In the length unit ξ, the free energy per volume is

F = ⟨W(φ) + |∇φ|²/2 + σ|∇v|²/2⟩, W = (φ² − 1)²/4,

−∇²v = φ − m, ⟨v⟩ = 0.

The well term favours separation and the gradient term penalizes interfaces. The σ term represents chain connectivity, which penalizes large domains. With f = W′ = φ³ − φ, the variational derivative is μ = f − ∇²φ + σv. The conserved flow ∂φ/∂t = ∇²μ becomes

∂φ/∂t = ∇²(f − ∇²φ) − σ(φ − m),

because ∇²v = −(φ − m).

The parameters come from Gaussian chains of N segments and radius of gyration Rg. Two points a contour fraction |s − s′| apart have correlation exp(−x|s − s′|), where x = q²Rg². Integrating both points over a length f₀ of chain gives

g(f₀) = 2[f₀x + exp(−f₀x) − 1]/x².

Within a block the correlation is g(½); between blocks it is [g(1) − 2g(½)]/2. Put ψ = φ/2. By exchange symmetry ψ does not couple to the total density at quadratic order, so incompressibility leaves its variance unchanged. Per chain, that variance is half the difference of the two correlations, g(½) − g(1)/4. Its inverse is

G(x) = 4/[4g(½) − g(1)].

The Gaussian entropy cost is Gψ²/2. The contact energy χNφ_Aφ_B = χN(¼ − ψ²) contributes −χNψ². The quadratic cost per chain, in kT, is therefore (G − 2χN)ψ²/2.

Expansion gives G → 24/x at small x and G → 2x at large x. The model replaces G by 2x + 24/x + C. The minimum of 2x + 24/x is 2√48, at x = √12; C is chosen to reproduce the minimum of the true G. With τ = 2χN − C and ψ = φ/2,

(2x + 24/x − τ)ψ²/2 = (τ/4)(φ²/2)(−1 + 2x/τ + 24/(τx)).

Set ξ² = 2Rg²/τ and k = qξ, so x = τk²/2. The last bracket becomes −1 + k² + 48/(τ²k²). Hence

σ = 48/τ², energy per chain = (τ/4)F kT, up to a constant that does not affect energy differences.

The quartic term φ⁴/4 places the wells at the pure phases φ = ±1. This is a modelling choice, not a result of chain statistics.

**The step**

Write φ⁺ for the new field and d = φ⁺ − φ. The scheme is

d/Δt = ∇²[f(φ) + Sd − ∇²φ⁺] − σ(φ⁺ − m).

The added term Sd vanishes at a steady state. In Fourier space ∇² becomes −k². Collecting the new coefficients on the left gives, for k ≠ 0,

φ⁺ₖ = [(1 + ΔtSk²)φₖ − Δtk²fₖ] / [1 + Δt(Sk² + k⁴ + σ)].

At a fixed point φ⁺ₖ = φₖ, the terms in S cancel and Δt divides out, so steady states depend on neither.

For k = 0 the target m in the σ term matters:

mean⁺ = (mean + Δtσm)/(1 + Δtσ).

The mean is conserved if m equals the initial mean. Otherwise the difference shrinks by 1/(1 + Δtσ) per step. For σ = 0.0444 and Δt = 0.5, a mean of 0.1 with target zero falls to 0.0012 after 200 steps.

**Why the energy falls**

Assume the mean is conserved, so ⟨d⟩ = 0. Define w by −∇²w = d and write |d|²₋₁ = ⟨|∇w|²⟩ = ⟨wd⟩. Apply the inverse of −∇² to the scheme, multiply by d and average. Additive constants drop out because ⟨d⟩ = 0:

|d|²₋₁/Δt = −⟨fd⟩ − S⟨d²⟩ − ⟨∇φ⁺·∇d⟩ − σ⟨v⁺d⟩.

The energy changes follow from a²/2 − b²/2 = a(a − b) − (a − b)²/2:

gradient change = ⟨∇φ⁺·∇d⟩ − ⟨|∇d|²⟩/2,

nonlocal change = σ⟨v⁺d⟩ − σ|d|²₋₁/2.

Expanding the quartic gives

well change = ⟨fd + (3φ² − 1)d²/2 + φd³ + d⁴/4⟩.

Add the three changes and use the averaged scheme to eliminate ⟨fd⟩ and the two cross terms:

ΔF = −(1/Δt + σ/2)|d|²₋₁ − ⟨|∇d|²⟩/2 − S⟨d²⟩ + ⟨(3φ² − 1)d²/2 + φd³ + d⁴/4⟩.

By Taylor's theorem the last average equals ⟨(3η² − 1)d²/2⟩, where η lies between φ and φ⁺ at each point. Therefore ΔF ≤ 0 for every Δt if

S ≥ max(3η² − 1)/2.

The argument also holds on the grid when the energy uses the same Fourier derivatives and grid averages: the quartic expansion is pointwise, and Parseval's identity supplies the inner products.

The condition involves the new field, and this fourth-order flow has no maximum principle to bound it in advance. Record max|φ| and check afterwards. S = 1.5 covers |φ| ≤ √(4/3) ≈ 1.15.

Linearizing about a uniform state φ = m shows what happens without S. With a = 3m² − 1, one step multiplies a perturbation by

[1 + Δtk²(S − a)] / [1 + Δt(Sk² + k⁴ + σ)].

This factor is below −1 when

Δtk²(a − 2S − k² − σ/k²) > 2.

If S ≥ a/2 this cannot happen. If S = 0 the condition is Δt(ak² − k⁴ − σ) > 2, whose left side is largest at k² = a/2. For a > 2√σ it is first met there, once Δt exceeds 2/(a²/4 − σ), and the perturbation grows with alternating sign. As Δt grows further, the most amplified mode moves towards k² = √σ. Stripes are not uniform, so this is a guide there. In a run from a relaxed stripe with σ = 0.0444, noise of amplitude 0.001 and Δt = 100, S = 0 produced a step that raised F by 1.3×10⁻⁴. From the same start, S = 1.5 gave no rise above rounding in 100 steps.

**Implementation and cost**

```
choose S, Δt; set m = mean(φ)
precompute k² and D = 1 + Δt(Sk² + k⁴ + σ)
φₖ = FFT(φ)
repeat:
    fₖ = FFT(φ³ − φ)
    φₖ = [(1 + ΔtSk²)φₖ − Δtk²fₖ]/D   for k ≠ 0
    leave φ₀ unchanged
    φ = inverse FFT(φₖ)
    compute F; record max|φ|
    stop if F rises beyond rounding
    stop if S < (3 max|φ|² − 1)/2
```

Each step needs one forward and one inverse transform, so M grid points cost O(M log M) work and O(M) memory. The gradient and nonlocal energies are sums over |φₖ|²; omit k = 0 from the latter. With a real transform, count the conjugate modes that are not stored.

Stability is not accuracy. For one period on 32 points, starting from 0.1 cos θ + 0.03 cos 2θ with θ = 2πx/P and running to t = 20, the largest difference from an adaptive integration of the same Fourier equations was 0.0057 at Δt = 0.02 and 0.0028 at 0.01. The error halves with the step, as first order requires.

Large steps also slow the clock. About φ = 0 the true growth rate is

s(k) = k² − k⁴ − σ,

while one step multiplies the mode by 1 + Δt s/[1 + Δt(Sk² + k⁴ + σ)]. At k² = ½, σ = 0.0444, S = 1.5 and Δt = 1, s = 0.206 and the denominator is 2.04. The numerical rate is ln(1.101) = 0.096, less than half the true one. Use large steps to reach steady states, not to measure kinetics.

**Selecting the period**

The fastest-growing wave satisfies ds/d(k²) = 1 − 2k² = 0, so k² = ½. The quadratic energy −1 + k² + σ/k² is instead lowest at k⁴ = σ. The two agree at the onset of order, σ = ¼, and separate beyond it. Early growth therefore does not reveal the optimal period.

A box of length L admits stripes of period L/n perpendicular to that side. To find the optimum, treat one period P as the box and vary P. Stretching a fixed profile scales gradients as 1/P and ∇v as P:

F(P) = K/P² + W₀ + BP².

For a relaxed profile, the change of shape with P contributes nothing at first order. Setting dF/dP = −2K/P³ + 2BP to zero gives K/P² = BP²: gradient energy equals nonlocal energy. This suggests the iteration

```
P = 2π/σ^(1/4)
repeat:
    relax one stripe at period P
    P = P·(E_gradient/E_nonlocal)^(1/4)
until P is stationary
```

For a single cosine the ratio is k⁴/σ, and one update lands on k⁴ = σ.

In strong segregation the domains are flat and the interfaces thin. A lone interface obeys φ′²/2 = W, so φ′ = (1 − φ²)/√2, and its energy per area is

γ = ∫φ′² dx = ∫₋₁¹(1 − φ²)/√2 dφ = 2√2/3.

There are two interfaces per period. For φ = ±1 on lengths P/2, v′ runs linearly between −P/4 and P/4, with mean square P²/48. Thus

F ≈ 2γ/P + σP²/96, P³ = 96γ/σ.

In this limit the energy ratio is 96γ/(σP³), so each update reduces a small relative error in P to about a quarter. At σ = 10⁻⁴ the iteration, on 256 points, gives a period 0.8% above the formula. In physical units P ∝ Rgτ^(1/6), which scales as N^(2/3) at fixed χ when 2χN ≫ C.

**Worked example**

Take N = 500, χ = 0.04, segment length b = 0.7 nm, segment volume 0.17 nm³ and 500 K. These are rough values in the regime of lamellar PS-b-PMMA. Then χN = 20 and

Rg = b√(N/6) = 6.39 nm.

Numerical minimization of G puts the spinodal at χN = 10.495, so C = 20.990 − 13.856 = 7.13. It follows that

τ = 40 − 7.13 = 32.87,

ξ = 6.39√(2/32.87) = 1.576 nm,

σ = 48/32.87² = 0.0444.

The fastest-growing period is 14.0 nm. The weak-segregation optimum 2πξ/σ^(1/4) is 21.6 nm, and the strong formula gives 20.0 nm. The full iteration gives 14.00ξ, or 22.1 nm. A direct search from 0.8 to 1.2 times this period places the energy minimum there. The gradient and nonlocal energies are both 0.0465 and the well energy is 0.0973. Their sum, times τ/4 = 8.22, is 1.563 kT per chain.

Relative to 64 points per period, the period error is 1% with 8 points, 0.09% with 12 and 0.004% with 16. This measures grid error, not the accuracy of the model.

Ten stripes in a box of eight optimal periods, started with noise of amplitude 0.01, remain ten after 2500 steps of Δt = 5. Their period is 17.7 nm and their extra energy is 0.067 kT per chain. Compressing the optimal profile without reshaping it would cost

8.22 × 0.0465 × (1/0.8² + 0.8² − 2) = 0.077 kT per chain,

so relaxation of the profile recovers a little. The survival of this state shows that descent in a fixed box need not find the best period.

A two-dimensional quench began from noise of amplitude 0.02 with m = 0, on 128 × 128 points and a box eight optimal periods wide. The first 100 steps used Δt = 0.2 and the rest Δt = 1, with S = 1.5. A mobility of 10 nm²/s, a model choice, makes the time unit ξ²/(10 nm²/s) = 0.248 s. The mean period is 2π divided by the average |k|, weighted by |φₖ|² over 0 < |k| < 1.

- At 5 s: 14.8 nm and 2.043 kT per chain.
- At 75 s: 19.7 nm and 1.619 kT per chain.
- At 745 s: 21.4 nm and 1.593 kT per chain.

These are nominal times, subject to the slowing derived above. The energy fell at every step and the mean stayed zero to rounding. The largest |φ| was 0.914, for which the sufficient condition asks for S of about 0.75; S = 1.5 meets it. In this single run the period moves towards the optimum. The first value does not by itself show selection of the fastest-growing wave, because white noise gives 14.9 nm by the same measure.

The final excess energy is 0.030 kT per chain. Uniform compression by 3% would cost about 0.0014 by the estimate above, so the shorter mean period does not explain it. Defects and bent stripes are the likely cause; the pattern was not analysed to separate them.

**What the model leaves out**

Self-consistent field theory keeps the full Gaussian-chain statistics but remains a mean-field theory. Solved for the same N, χ and b, with 24 cosine modes per half period and the energy minimized over the period, it gives 26 nm. The Ohta-Kawasaki period is 15% lower. The peak A fraction is 0.98 in the chain theory and 0.92 in the model. At onset the difference has the opposite sign: the model has qRg = 1.861 against 1.946, hence a period 4.5% too long. Fitting the spinodal therefore does not secure the period well beyond onset.

Thermal motion roughens the edges. A free interface of tension Γ costs Γq²|h|²/2 per area for a height mode h. Equipartition, integrated between wavelengths P and ℓ, gives

⟨h²⟩ = kT/(2πΓ) · ln(P/ℓ).

The model tension is Γ = (τ/4)γξ kT/(N × 0.17 nm³) = 0.144 kT/nm², or 0.99 mJ/m². With the interface width ℓ = 2√2ξ = 4.46 nm as the short cutoff, the rms roughness is 1.3 nm. This is an estimate of size: it neglects the coupling between neighbouring interfaces and depends on the cutoffs and on the model tension. The long-chain formula for a Gaussian interface, Γ = kT(b/v)√(χ/6) with v the segment volume, gives 2.3 mJ/m² and a roughness of 0.9 nm with the same cutoffs.

Lamellar PS-b-PMMA of about this chain length has periods of very roughly 25 to 30 nm. The model's 22 nm is low for that range, and the chain theory moves it to 26 nm. Changing χ by ±10% at fixed Rg moves the model's period only between 21.9 and 22.2 nm. The chain theory responds more strongly, from 25.1 to 26.5 nm, so the model understates this trend. Real films also have unequal segments, a spread of chain lengths, and surfaces that prefer one block; none of these is sized here. Misfit is also too cheap in the model: stripes held at 0.8 of the optimal period cost 0.067 kT per chain, against 0.096 in the chain theory at 0.8 of its own optimum. For a guide pattern, take the natural period from measurement or chain theory, and use this model for the direction of the trend with χ and the rough size of the misfit cost.
